\section*{Class-F drain efficiency with a maximally flat third-harmonic voltage}

\section{A sinusoidal drain voltage}

Take a transistor whose drain current is a half-sine: it conducts for half of each period, with peak value $I_p$. Let $\theta$ be the phase of the fundamental, with $\theta=0$ at the current peak. Then
\begin{equation}
i(\theta)=I_p\max(\cos\theta,0).
\label{eq:current}
\end{equation}
Suppose first that the load lets only the fundamental appear in the drain voltage,
\begin{equation}
v(\theta)=V_{dc}-V_1\cos\theta .
\end{equation}
The minus sign says that the voltage is lowest when the current is highest, as it must be when the transistor feeds a resistive load. An ideal transistor can pull its voltage down to zero but not below. Hence $V_1\le V_{dc}$, and the largest swing is $V_1=V_{dc}$.

The mean current and the fundamental current amplitude are
\begin{align}
I_{dc}&=\frac{1}{2\pi}\int_{-\pi/2}^{\pi/2}I_p\cos\theta\,d\theta=\frac{I_p}{\pi},
\label{eq:idc}\\
I_1&=\frac1\pi\int_{-\pi/2}^{\pi/2}I_p\cos^2\theta\,d\theta=\frac{I_p}{2}.
\label{eq:i1}
\end{align}
The supply gives $V_{dc}I_{dc}$ and the load receives $V_1I_1/2$, where the factor $1/2$ is the mean of $\cos^2\theta$. The drain efficiency is therefore
\begin{equation}
\eta=\frac{V_1I_1}{2V_{dc}I_{dc}}=\frac{\pi}{4}\,\frac{V_1}{V_{dc}},
\label{eq:eta}
\end{equation}
which is $\pi/4$, or $78.5\%$, at full swing. The rest is heat, because current flows while the voltage is still above zero.

Equation (\ref{eq:eta}) shows what can be gained. For this current the efficiency depends on the voltage only through $V_1/V_{dc}$. A third harmonic that lifts the bottom of the voltage wave makes room for a fundamental larger than $V_{dc}$.

\section{Setting and theorem}

A choke carries the constant supply current $I_{dc}$ to the drain, and a blocking capacitor connects the drain to the load network. Write the drain current as
\begin{equation}
i=I_{dc}+\sum_{n\ge1}I_n\cos n\theta .
\end{equation}
The current entering the network is $I_{dc}-i$. If the network presents a resistance $R_n$ at harmonic $n$, the drain voltage is
\begin{equation}
v=V_{dc}-\sum_{n\ge1}R_nI_n\cos n\theta .
\label{eq:load}
\end{equation}

The assumptions are these.
\begin{enumerate}
\item The current is the half-sine (\ref{eq:current}), whatever the drain voltage does, provided $v\ge0$.
\item The voltage contains a fundamental and a third harmonic only,
\begin{equation}
v=V_{dc}-V_1\cos\theta+V_3\cos3\theta .
\label{eq:v}
\end{equation}
\item The voltage touches zero at $\theta=0$ and is maximally flat there: as many derivatives vanish as the two amplitudes allow.
\item The network is lossless, and it absorbs the output capacitance of the transistor.
\end{enumerate}
Drain efficiency means fundamental output power divided by dc supply power. Gate drive power is not counted.

\paragraph{Theorem.} Under these assumptions
\begin{equation}
V_1=\tfrac98V_{dc},\qquad V_3=\tfrac18V_{dc},\qquad
\eta=\frac{9\pi}{32}=0.8836 .
\end{equation}

\section{Proof}

\paragraph{Lemma 1 (current).} The half-sine has $I_{dc}=I_p/\pi$, $I_1=I_p/2$, and for $n\ge2$
\begin{equation}
I_n=-\frac{2I_p}{\pi}\,\frac{\cos(n\pi/2)}{n^2-1}.
\label{eq:in}
\end{equation}

\emph{Proof.} The first two are (\ref{eq:idc}) and (\ref{eq:i1}). For $n\ge2$, use $2\cos\theta\cos n\theta=\cos(n+1)\theta+\cos(n-1)\theta$:
\begin{align}
I_n&=\frac{2I_p}{\pi}\int_0^{\pi/2}\cos\theta\cos n\theta\,d\theta\nonumber\\
&=\frac{I_p}{\pi}\left[\frac{\sin\frac{(n+1)\pi}{2}}{n+1}+\frac{\sin\frac{(n-1)\pi}{2}}{n-1}\right].
\end{align}
The two sines equal $\cos(n\pi/2)$ and $-\cos(n\pi/2)$. Since $\frac1{n+1}-\frac1{n-1}=-\frac2{n^2-1}$, (\ref{eq:in}) follows. $\square$

Two consequences matter. The second harmonic, $I_2=2I_p/(3\pi)$, is large, so the network must short it to keep it out of the voltage. The third harmonic $I_3$ is zero.

\paragraph{Lemma 2 (voltage).} Assumptions 2 and 3 fix $V_1=9V_{dc}/8$ and $V_3=V_{dc}/8$. With $c=\cos\theta$,
\begin{equation}
v=\frac{V_{dc}}2(1-c)^2(2+c)\ge0 .
\label{eq:factor}
\end{equation}

\emph{Proof.} The voltage is even in $\theta$, so its odd derivatives vanish at $\theta=0$. The conditions left are
\begin{align}
v(0)&=V_{dc}-V_1+V_3=0,\\
v''(0)&=V_1-9V_3=0 .
\end{align}
The second gives $V_1=9V_3$. The first then gives $V_{dc}=8V_3$, and both amplitudes are fixed. The next even derivative is
\begin{equation}
v''''(0)=-V_1+81V_3=9V_{dc},
\end{equation}
which is positive, so near the minimum $v\simeq\frac{9}{24}V_{dc}\theta^4=\frac38V_{dc}\theta^4$.

That the voltage stays non-negative elsewhere needs its own argument. Insert $\cos3\theta=4c^3-3c$:
\begin{align}
\frac{v}{V_{dc}}&=1-\frac98c+\frac18(4c^3-3c)\nonumber\\
&=\frac12\left(2-3c+c^3\right)=\frac12(1-c)^2(2+c).
\end{align}
Both factors are non-negative for $-1\le c\le1$. $\square$

The derivative of $v$ with respect to $c$ is $\frac32V_{dc}(c^2-1)\le0$. The voltage is therefore largest at $c=-1$, where it equals $2V_{dc}$, the same peak as for the sinusoidal voltage.

\paragraph{Proof of the theorem.} Insert $V_1/V_{dc}=9/8$ in (\ref{eq:eta}):
\begin{equation}
\eta=\frac{\pi}{4}\cdot\frac98=\frac{9\pi}{32}.\qquad\square
\end{equation}

The heat in the transistor gives the same answer by a separate integral. Over the conducting half-period, $\int c\,d\theta=2$, $\int c^2d\theta=\pi/2$ and $\int c^4d\theta=3\pi/8$, so
\begin{align}
\langle vi\rangle&=\frac{V_{dc}I_p}{2\pi}\int_{-\pi/2}^{\pi/2}\left(c-\frac32c^2+\frac12c^4\right)d\theta\nonumber\\
&=\frac{V_{dc}I_p}{2\pi}\left(2-\frac{3\pi}4+\frac{3\pi}{16}\right)\nonumber\\
&=V_{dc}I_{dc}\left(1-\frac{9\pi}{32}\right).
\end{align}
At fixed $V_{dc}$ and $I_p$ the supply power is the same with and without the third harmonic. The heat falls from $21.5\%$ of it to $11.6\%$, and the output power rises by the factor $9/8$.

\paragraph{Remark (reduced drive).} Let the current peak fall to $aI_p$ with $a<1$, keep $R_1$ and $V_{dc}$ fixed, and let $V_3$ fall in the same proportion. The voltage is then $(1-a)V_{dc}$ plus $a$ times (\ref{eq:factor}), which is admissible. Since $V_1$ is proportional to $a$, (\ref{eq:eta}) gives $\eta=9\pi a/32$. At half the current, which is a quarter of the output power, the efficiency is $44.2\%$. The proportional fall of $V_3$ is an assumption. If the third-harmonic current is supplied by a fixed bias, as described below, $V_3$ stays nearly constant as long as the drive amplitude is well above the current with no drive, and that standing current makes the efficiency slightly lower: $43.9\%$ at half the peak current for the 25 mA bias of the 2 GHz example, with $R_1=41.8$ ohm so that $V_1=31.5$ V at full drive. The theorem describes full drive.

\section{Maximal flatness is not maximal efficiency}

\paragraph{Proposition 1.} For the half-sine current and any non-negative voltage of the form (\ref{eq:v}),
\begin{equation}
\eta\le\frac{\pi}{2\sqrt3}=0.9069,
\end{equation}
with equality if and only if $V_1=2V_{dc}/\sqrt3$ and $V_3=V_1/6$.

\emph{Proof.} At $\theta=\pi/6$ the third harmonic vanishes, because $\cos(\pi/2)=0$. There
\begin{equation}
v(\pi/6)=V_{dc}-\frac{\sqrt3}{2}V_1\ge0
\end{equation}
for every $V_3$, so $V_1\le2V_{dc}/\sqrt3$. Equation (\ref{eq:eta}) turns this into the stated bound.

At equality the voltage is zero at $\pi/6$. This must be a minimum, so
\begin{equation}
v'(\pi/6)=\tfrac12V_1-3V_3=0,
\end{equation}
which gives $V_3=V_1/6$. With these amplitudes
\begin{align}
\frac{v}{V_{dc}}&=1-\sqrt3\,c+\frac{4c^3}{3\sqrt3}\nonumber\\
&=\frac{4}{3\sqrt3}\left(c-\frac{\sqrt3}2\right)^2\left(c+\sqrt3\right),
\end{align}
which is non-negative, so the bound is reached. $\square$

The better wave touches zero twice, at $\theta=\pm\pi/6$, with a low hump of height $V_{dc}[1-5/(3\sqrt3)]$ between. It accepts a little voltage at the current peak in return for a larger fundamental. The figure of $88.4\%$ thus belongs to one voltage shape; it is not a ceiling for third-harmonic tuning.

\section{Where the third harmonic comes from}

By (\ref{eq:load}), $V_3=-R_3I_3$. Lemma 1 gives $I_3=0$, so with any finite $R_3$ an exact half-sine produces no third-harmonic voltage, and, with the even harmonics shorted so that the voltage keeps the form (\ref{eq:v}), the efficiency returns to at most $\pi/4$. The theorem has to be read as a limit in which $I_3$ vanishes while $R_3$ grows without bound.

One way to reach that limit is to change the bias slightly. Let the transistor conduct for $|\theta|<\phi$, with
\begin{equation}
i=I_p\frac{\cos\theta-\cos\phi}{1-\cos\phi}
\end{equation}
there and zero current elsewhere. The half-sine is $\phi=\pi/2$. Away from $\phi=\pi/2$ this current also has fifth and higher odd harmonics (near $\phi=\pi/2$, $|I_5|$ is about $0.6|I_3|$), and the network is taken to short these along with the even ones.

\paragraph{Proposition 2.} For this current
\begin{align}
I_3&=\frac{2I_p\sin^3\phi\cos\phi}{3\pi(1-\cos\phi)},
\label{eq:i3}\\
\frac{I_1}{I_{dc}}&=\frac{\phi-\sin\phi\cos\phi}{\sin\phi-\phi\cos\phi}.
\label{eq:ratio}
\end{align}

\emph{Proof.} The integral needed for $I_3$ is
\begin{align}
&\int_0^\phi(\cos\theta-\cos\phi)\cos3\theta\,d\theta\nonumber\\
&\quad=\frac{\sin4\phi}8+\frac{\sin2\phi}4-\frac{\cos\phi\sin3\phi}3\nonumber\\
&\quad=\frac{\sin4\phi}8+\frac{\sin2\phi}4-\frac{\sin4\phi+\sin2\phi}6\nonumber\\
&\quad=\frac{\sin2\phi\,(1-\cos2\phi)}{12}=\frac{\sin^3\phi\cos\phi}3 .
\end{align}
Multiplying by $2I_p/[\pi(1-\cos\phi)]$ gives (\ref{eq:i3}). In the same way
\begin{align}
I_{dc}&=\frac{I_p(\sin\phi-\phi\cos\phi)}{\pi(1-\cos\phi)},\\
I_1&=\frac{2I_p}{\pi(1-\cos\phi)}\left(\frac\phi2+\frac{\sin2\phi}4-\cos\phi\sin\phi\right)\nonumber\\
&=\frac{I_p(\phi-\sin\phi\cos\phi)}{\pi(1-\cos\phi)},
\end{align}
and their ratio is (\ref{eq:ratio}). $\square$

Flattening needs $V_3>0$, and a passive load has $R_3>0$, so $I_3$ must be negative. For a current of this form, which does not respond to the drain voltage, (\ref{eq:i3}) then requires $\phi>\pi/2$: conduction for slightly more than half the period. This is not the only source. In a real transistor the current dips where the voltage enters the knee, and for a voltage near the flat shape that dip also gives a negative $I_3$, so $V_3>0$ can arise at or somewhat below $\phi=\pi/2$ as well. The sign of this contribution can reverse when the voltage minima lie beyond $\theta=\pm\pi/6$, where $\cos3\theta<0$. Without the dip, (\ref{eq:i3}) shows that for $\phi<\pi/2$ a resistive third-harmonic load gives $V_3<0$, which deepens the voltage minimum.

Put $\phi=\pi/2+\delta$ with small $\delta>0$, and hold $I_p$, $V_{dc}$, $V_1$ and $V_3$ fixed. To first order $\cos\phi=-\delta$ and $\sin\phi=1$, so
\begin{align}
R_3&=\frac{V_3}{|I_3|}\simeq\frac{3\pi V_{dc}}{16I_p\delta},\\
\frac{I_1}{I_{dc}}&\simeq\frac{\pi/2+2\delta}{1+\pi\delta/2}
\simeq\frac\pi2\left[1-\left(\frac\pi2-\frac4\pi\right)\delta\right],\\
\eta&\simeq\frac{9\pi}{32}\left[1-\left(\frac\pi2-\frac4\pi\right)\delta\right].
\end{align}
As $\delta\to0$ the resistance diverges, the third-harmonic power $V_3|I_3|/2$ vanishes, and the theorem is recovered.

\section{Knee voltage and an imperfect short}

A real transistor has an on-resistance $R_{on}$, so its voltage cannot fall below $R_{on}i$. Let the second-harmonic short also have a small resistance $R_2$, with the other even harmonics still shorted and the current still the half-sine. Since $I_2>0$, (\ref{eq:load}) adds $-R_2I_2\cos2\theta$ to the voltage, which lowers it at the current peak. Keep the flat shape but let its size $S$ be free:
\begin{equation}
v=V_{dc}-\frac S8(9\cos\theta-\cos3\theta)-R_2I_2\cos2\theta .
\end{equation}

\paragraph{Proposition 3.} The largest swing allowed by $v\ge R_{on}i$ is $S=V_{dc}-R_{on}I_p-R_2I_2$, and then
\begin{equation}
\eta=\frac{9\pi}{32}\left(1-\frac{R_{on}I_p+R_2I_2}{V_{dc}}\right).
\label{eq:knee}
\end{equation}

\emph{Proof.} At $\theta=0$ the condition reads $V_{dc}-S-R_2I_2\ge R_{on}I_p$, so $S$ cannot be larger. For this $S$, (\ref{eq:factor}) gives at any phase
\begin{align}
v-R_{on}i={}&\frac S2(1-c)^2(2+c)+R_2I_2(1-\cos2\theta)\nonumber\\
&+R_{on}I_p\left[1-\max(c,0)\right],
\end{align}
a sum of non-negative terms. The fundamental is $V_1=9S/8$, and (\ref{eq:eta}) gives (\ref{eq:knee}). $\square$

Equation (\ref{eq:knee}) belongs to the fixed ratio $V_3/V_1=1/9$. If $V_3$ is free, the condition $v\ge R_{on}i$ at $\theta=\pi/6$, where the third harmonic vanishes, gives $V_1\le\frac{2}{\sqrt3}\left(V_{dc}-\frac12R_2I_2\right)-R_{on}I_p$. For the hot transistor of the example below this bound is reached, with $V_1=29.4$ V and $V_3=5.5$ V, and the efficiency at the same $R_{on}$ is $82.5\%$ instead of $78.7\%$.

\section{A 2 GHz amplifier}

Take $V_{dc}=28$ V, $I_p=1.5$ A and a frequency of 2.0 GHz. The currents are $I_{dc}=1.5/\pi=0.477$ A and $I_1=0.750$ A. The voltages are $V_1=\frac98\times28=31.5$ V and $V_3=3.5$ V, and the fundamental load is $R_1=31.5/0.750=42$ ohm. The powers are
\begin{align}
V_{dc}I_{dc}&=13.37\ \mathrm{W},\\
\tfrac12V_1I_1&=\tfrac12\times31.5\times0.750=11.81\ \mathrm{W}.
\end{align}
Their ratio is $88.4\%$, and the transistor dissipates 1.56 W. The peak voltage is 56 V. A rough breakdown voltage of 120 V is 2.1 times this, a margin that refers to the matched load.

\paragraph{The third harmonic.} The exact formulas (\ref{eq:i3}) and (\ref{eq:ratio}), with $V_1$ and $V_3$ held at the values above, give
\begin{center}
\begin{tabular}{cccc}
$\phi$ (deg) & $R_3$ (ohm) & $\eta$ (\%) & $V_3|I_3|/2$ (mW)\\
95.0 & 139 & 86.0 & 44\\
91.0 & 641 & 87.9 & 9.6\\
90.1 & 6311 & 88.3 & 1.0
\end{tabular}
\end{center}
With $V_1$ held fixed, the loss of efficiency follows entirely from the lower ratio $I_1/I_{dc}$. Most of the lost power is extra heat in the transistor: at 95 degrees the efficiency is 2.3 percentage points below the ideal, and the third harmonic takes only 0.3 of these.

An output capacitance of 1.2 pF has a reactance of 66 ohm at the fundamental, comparable with $R_1$, and 22 ohm at the third harmonic. The network must resonate it at both. If the third-harmonic resonance has a quality factor of 30 and its energy is stored only in this capacitance and one inductor, then $R_3=30\times22.1=663$ ohm, and $3.5/663$ A, or 5.3 mA, of third-harmonic current is needed. Any further stored energy lowers $R_3$ at the same quality factor: a shunt inductor with a series trap at the second harmonic, chosen to resonate the capacitance at both frequencies, gives 415 ohm, which needs $\phi=91.6$ degrees and 40 mA with no drive and gives $87.6\%$. The figures that follow use 663 ohm. Solving (\ref{eq:i3}) numerically gives $\phi=91.0$ degrees. The current with no drive is then $-I_p\cos\phi/(1-\cos\phi)=25$ mA, and the efficiency is $87.9\%$. This angle and this current hold for a drain current that ignores the knee and follows the drive linearly from a sharp threshold. A current proportional to $c-0.027c^3$ on the conducting half-period supplies the same 5.3 mA at $\phi=90$ degrees with no standing current. A soft threshold, with current proportional to $\ln[1+e^{(c+b)/w}]$, $w=0.05$ and the bias $b$ set to give 5.3 mA, needs 65 mA with no drive and gives $87.5\%$. The shape is sensitive: at this fixed $R_3$, a change of a few milliamperes in $I_3$ changes $V_3$ by a large fraction.

\paragraph{The hot transistor.} Let the on-resistance be 1.2 ohm at 298 K and grow as $T^{1.8}$. Let the base be at 353 K, the thermal resistance 8 K/W, and $R_2=1$ ohm. The heat depends on $R_{on}$ and $R_{on}$ on the heat, so the two are found by repeated substitution. The channel settles at 375 K, with $R_{on}=1.82$ ohm. The drive power, about 0.33 W for the gain assumed below, is not counted in this heat; if all of it heated the channel, these would become 378 K and 1.84 ohm, and the efficiency found next would be $78.6\%$. The knee voltage is $R_{on}I_p=2.73$ V and the second-harmonic voltage is $1\times0.318=0.32$ V. Then
\begin{equation}
\eta=88.36\%\times\frac{28-2.73-0.32}{28}=78.7\%.
\end{equation}
The output is 10.5 W, the heat in the transistor 2.79 W, and the loss in $R_2$ 0.05 W. These values keep $I_p=1.5$ A, so the load must be lowered to $R_1=37.4$ ohm and $V_3$ to 3.1 V. With $R_1$ left at 42 ohm and the flat shape kept, the peak current is limited to 1.36 A, the output is 9.6 W and the efficiency $79.8\%$. At fixed $R_{on}$, the swing lost to the second harmonic lowers the output by $\frac12\cdot\frac98R_2I_2I_1=0.13$ W. Of this, 0.05 W is dissipated in $R_2$ and the rest is extra heat in the transistor.

A network loss of 0.3 dB multiplies the output by 0.933 and leaves $73.5\%$. With a power gain of 15 dB up to the drain, the drive power is $10^{-1.5}=0.032$ of the drain output. Subtracting it gives a power-added efficiency of $78.7\%\times(0.933-0.032)=71\%$. These last figures take the limit of large $R_3$; $R_3=663$ ohm would lower them by about 0.3 percentage point, and $R_3=415$ ohm by about 0.5.

\paragraph{Beside real devices.} The inputs are rough values for a wide-gap high-electron-mobility transistor of about 10 W in a base-station amplifier, not data for a particular part. The quality factor, $R_2$ and the network loss depend on the circuit and are assumed. As a rough guide that varies with device and frequency, well-tuned amplifiers of this kind reach drain efficiencies of some 70 to 80 percent. The estimate after network loss, $73.5\%$, lies in this range, but with assumed inputs this agreement is not a test of the model. Among the effects sized here, the zero knee voltage is the assumption that fails most: with $V_3/V_1$ held at $1/9$, it accounts for 8.6 of the 9.6 percentage points between $88.4\%$ and $78.7\%$. Further assumptions are not sized in this estimate. Near the knee the current of a real transistor depends on the drain voltage, which changes its harmonics, the output capacitance varies with voltage, and the transconductance is neither constant nor sharply cut off at threshold. All three act on the small third-harmonic current that sets the wave shape, so a design needs a simulation with a measured device model before its efficiency can be trusted to a few percent.
